\section*{One-loop renormalisation of the one-dimensional KPZ equation and its dynamic exponent 3/2, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: what the fast modes do to the slow ones}

\subsection{One mode on a tilted surface}

Consider a growing line with height $h(x,t)$ and mean slope $s$. Its equation of motion, the one-dimensional Kardar--Parisi--Zhang (KPZ) equation, is
\begin{equation}
\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta .
\label{kpz}
\end{equation}
The tension $\nu>0$ smooths the line, $\lambda$ makes a sloping part grow at a different speed, and $\eta$ is Gaussian noise of zero mean and strength $D>0$,
\begin{equation}
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t') .
\end{equation}
Write $h=sx+\lambda s^2t/2+f$. Then $(\partial_xh)^2=s^2+2s\,\partial_xf+(\partial_xf)^2$. The $s^2$ term cancels against the time derivative of $\lambda s^2t/2$, which leaves
\begin{equation}
\partial_tf=\nu\partial_x^2f+\lambda s\,\partial_xf+\frac{\lambda}{2}(\partial_xf)^2+\eta .
\label{tilted}
\end{equation}

Drop the quadratic term for the moment and follow one Fourier mode $f_q\propto e^{iqx}$. With $a=\nu q^2$ and $b=\lambda sq$ it obeys $\partial_tf_q=-(a-ib)f_q+\eta_q$. A kick given a time $t$ ago survives with amplitude $e^{-(a-ib)t}$, whose squared modulus is $e^{-2at}$. The steady variance per unit length is therefore
\begin{equation}
2D\int_0^\infty e^{-2at}\,dt=\frac{D}{\nu q^2},
\label{var}
\end{equation}
whatever the tilt. The tilt carries the mode sideways without changing its size. The mean growth speed $\lambda s^2/2+(\lambda/2)\langle(\partial_xf)^2\rangle$ thus has the same coefficient of $s^2$ with the mode as without it: this mode does not renormalise $\lambda$.

The argument survives the quadratic term. In the moving coordinate $x+\lambda st$ the advective term of \eqref{tilted} disappears, and the noise, being white in time and uniform in space, keeps its statistics. A cutoff on wave numbers also survives, because a translation multiplies each mode by a phase and mixes none of them. In the limit $k,\omega\to0$, eliminating fast modes on a tilted line therefore gives the untilted slow equation plus $\lambda s\,\partial_xf$. At finite $k$ the fast modes act with a delay, and the tilt also shifts the frequency in their effect from $\omega$ to $\omega+\lambda sk$. If the slow equation has the nonlinear term $(\lambda'/2)(\partial_xh)^2$, inserting the tilt gives $\lambda's\,\partial_xf$. Hence
\begin{equation}
\lambda'=\lambda .
\label{lambda}
\end{equation}

The same result can be seen as a cancellation of diagrams, which is useful when a code evaluates diagrams separately. At frequency $\Omega$ the linear response is $1/(a-i\Omega-ib)$. With $G=1/(a-i\Omega)$ it expands as $G+ibG^2-b^2G^3+\dots$. The terms of order $b^2$ in its squared modulus are
\begin{equation}
b^2|G|^4-2b^2|G|^2\,\mathrm{Re}\,G^2 .
\end{equation}
The first has one tilt insertion on each line, the second has both on the same line. Put $\Omega=a\tan\theta$, so that $d\Omega=a\,d\theta/\cos^2\theta$ and $|G|^2=\cos^2\theta/a^2$. Moreover $G=\cos\theta\,e^{i\theta}/a$, so $\mathrm{Re}\,G^2=\cos^2\theta\cos2\theta/a^2$. Then
\begin{align}
\int\frac{d\Omega}{2\pi}|G|^4&=\frac{1}{2\pi a^3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{1}{4a^3},\\
\int\frac{d\Omega}{2\pi}|G|^2\mathrm{Re}\,G^2&=\frac{1}{2\pi a^3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\cos2\theta\,d\theta=\frac{1}{8a^3}.
\end{align}
Multiplied by the noise $2D$, the two contributions are $+Db^2/(2a^3)$ and $-Db^2/(2a^3)$. For $a=0.8$ and $D=b=1$ they are $+0.9766$ and $-0.9766$. Neither is small; their sum vanishes.

\subsection{Fourier conventions and the linear theory}

The line has modes with $|k|<\Lambda$, and the nonlinear term is projected onto the same range. The transform is
\begin{equation}
h(x,t)=\int\frac{dk\,d\omega}{(2\pi)^2}\,e^{ikx-i\omega t}h(k,\omega).
\end{equation}
A hat joins wave number and frequency, $\hat k=(k,\omega)$ and $\hat q=(q,\Omega)$, and $\int_{\hat q}$ means $\int dq\,d\Omega/(2\pi)^2$. Put $p=k-q$ and $\hat p=\hat k-\hat q$. Each derivative gives a factor $i$ times a wave number, so the product of two slopes carries $(iq)(ip)=-qp$, and \eqref{kpz} becomes
\begin{equation}
(\nu k^2-i\omega)h(\hat k)=\eta(\hat k)-\frac{\lambda}{2}\int_{\hat q}qp\,h(\hat q)h(\hat p).
\label{fourier}
\end{equation}
The mean growth speed affects $k=0$ alone and is left out.

For $\lambda=0$ the solution is $h_0=G_0\eta$, with
\begin{equation}
G_0(\hat k)=\frac{1}{\nu k^2-i\omega},\qquad
C_0(\hat k)=\frac{2D}{\nu^2k^4+\omega^2},
\end{equation}
where $\langle h_0(\hat k)h_0(\hat k')\rangle=C_0(\hat k)(2\pi)^2\delta(\hat k+\hat k')$. In time the response is $e^{-\nu k^2t}$ for $t>0$ and zero before. The correlation starts from \eqref{var} and decays at the same rate:
\begin{equation}
C_0(k,t)=\frac{D}{\nu k^2}e^{-\nu k^2|t|}.
\label{ct}
\end{equation}
In this linear theory relaxation times grow as $k^{-2}$, so the dynamic exponent is $z=2$.

\subsection{The response loop}

Divide the modes into slow ones, $|k|<b$, and fast ones, $b<|k|<\Lambda$; from here on $b$ denotes this boundary. The fast modes are solved to first order in the slow field and averaged over their noise. The external wave number $k>0$ is taken smaller than the shell width $\Lambda-b$.

To first order in a slow field $h^<$, a fast mode changes by
\begin{equation}
h_1(\hat p)=-\frac{\lambda}{2}\,2\,G_0(\hat p)\int_{\hat k'}k'(p-k')\,h^<(\hat k')\,h_0(\hat p-\hat k').
\end{equation}
The factor 2 counts which of the two fields in the product is the slow one. Insert this into the fast--fast part of \eqref{fourier}. Either factor may carry the correction, which gives another factor 2:
\begin{equation}
-\frac{\lambda}{2}\,2\int_{\hat q}qp\,\langle h_0(\hat q)h_1(\hat p)\rangle .
\end{equation}
The average of the two fast fields forces $\hat q+\hat p-\hat k'=0$, so $\hat k'=\hat k$ and $p-k'=-q$. The product of prefactors is $(-\lambda)(-\lambda)=\lambda^2$, and the product of wave numbers is $qp\cdot k(-q)=-kq^2p$. The result is $\Sigma h^<(\hat k)$ with
\begin{equation}
\Sigma=-\lambda^2k\int_{\hat q}q^2p\,C_0(\hat q)G_0(\hat p).
\label{sigma}
\end{equation}
Moved to the left side of \eqref{fourier}, it replaces $\nu k^2$ by $\nu k^2-\Sigma$. The shift of the tension is $\delta\nu=-\Sigma/k^2$.

A product of functions of time has a convolution as its transform. By \eqref{ct},
\begin{equation}
\int\frac{d\Omega}{2\pi}C_0(\hat q)G_0(\hat p)
=\int_0^\infty dt\,e^{i\omega t}\frac{D}{\nu q^2}e^{-\nu(q^2+p^2)t}
=\frac{D}{\nu q^2}\,\frac{1}{\nu(q^2+p^2)-i\omega}.
\end{equation}
The factor $q^2$ cancels in \eqref{sigma}:
\begin{equation}
\Sigma=-\frac{\lambda^2Dk}{\nu}\int\frac{dq}{2\pi}\frac{p}{\nu(q^2+p^2)-i\omega}.
\label{beforeswap}
\end{equation}
Both internal modes are fast, so the domain is $b<|q|<\Lambda$ and $b<|k-q|<\Lambda$. The substitution $q\to k-q$ exchanges $q$ and $p$ and maps this domain onto itself. The numerator $p$ may therefore be replaced by the mean $(p+q)/2=k/2$. With
\begin{equation}
J(k,\omega)=\int_{\rm both\ fast}\frac{dq}{2\pi}\frac{1}{\nu(q^2+p^2)-i\omega}
\label{J}
\end{equation}
one finds $\Sigma=-\lambda^2Dk^2J/(2\nu)$, and so
\begin{equation}
\frac{\delta\nu}{\nu}=\frac{\lambda^2D}{2\nu^2}\,J(k,\omega).
\label{dnu}
\end{equation}
At finite frequency $\delta\nu$ is complex, because the slow mode feels the fast ones with a delay. The slow equation with a constant tension is its limit $k,\omega\to0$.

\subsection{Why the integration domain matters}

Suppose that $|q|$ alone is kept in the shell. At $\omega=0$ and small $k$,
\begin{equation}
\frac{p}{q^2+p^2}=\frac{k-q}{2q^2-2qk+k^2}
=\frac{1}{2q^2}\left[-q+k-k+O(k^2)\right].
\end{equation}
The term linear in $k$ cancels and $-1/(2q)$ is odd, so $\delta\nu$ vanishes as $k\to0$. This contradicts \eqref{dnu}, and the edges account for the difference. For $k>0$ the domain with both modes fast is
\begin{equation}
b+k<q<\Lambda\qquad\hbox{and}\qquad-(\Lambda-k)<q<-b .
\label{domain}
\end{equation}
The other choice adds two strips of width $k$. At $q\simeq b$ the integrand is $-1/(2b)$, and at $q\simeq-\Lambda$ it is $+1/(2\Lambda)$. Together they add
\begin{equation}
\frac{k}{2\pi}\left(-\frac{1}{2b}+\frac{1}{2\Lambda}\right)
=-\frac{k}{4\pi}\left(\frac1b-\frac1\Lambda\right).
\end{equation}
The symmetric domain gives $(k/2)\int dq/(2\pi)\,1/(2q^2)$ over both sides of the shell, which is $+(k/4\pi)(1/b-1/\Lambda)$. The strips cancel it.

The strip near $-\Lambda$ has $|p|>\Lambda$ and contains no mode of the model. The strip near $b$ has one fast and one slow internal mode. Such mixed pairs do occur in the full theory, together with their exchange partners near $-b$. The two strips taken together form an exchange-symmetric domain of total width $2k$, on which the step leading to \eqref{dnu} applies:
\begin{equation}
\delta\nu_{\rm mixed}\simeq\frac{\lambda^2D}{2\nu^2}\,\frac{2k}{2\pi}\,\frac{1}{2b^2}
=\frac{\lambda^2D\,k}{4\pi\nu^2b^2}.
\end{equation}
This vanishes as $k\to0$. Mixed pairs can be left out of the constant tension, provided that neither partner is kept alone.

\subsection{The noise loop}

Two fast modes also act on a slow mode as a random force, $-(\lambda/2)\int_{\hat q}qp\,h_0(\hat q)h_0(\hat p)$. Its correlation has two equal pairings. The second force has wave numbers $-q$ and $-p$, so the signs combine to $q^2p^2$. The noise $2D$ increases by
\begin{equation}
2\,\delta D=2\left(\frac{\lambda}{2}\right)^2\int_{\hat q}q^2p^2C_0(\hat q)C_0(\hat p).
\label{noise}
\end{equation}
The frequency integral is again the transform of a product in time, now over both signs of $t$:
\begin{equation}
\int\frac{d\Omega}{2\pi}C_0(\hat q)C_0(\hat p)
=\frac{D^2}{\nu^2q^2p^2}\,2\,\mathrm{Re}\,\frac{1}{\nu(q^2+p^2)-i\omega}.
\end{equation}
The wave-number factors cancel, leaving $2\,\delta D=(\lambda^2/2)(D^2/\nu^2)\,2\,\mathrm{Re}\,J$, or
\begin{equation}
\frac{\delta D}{D}=\frac{\lambda^2D}{2\nu^2}\,\mathrm{Re}\,J(k,\omega)
=\mathrm{Re}\,\frac{\delta\nu}{\nu}.
\label{equal}
\end{equation}
At one loop, the noise and the real part of the tension are renormalised by the same factor at each $k$ and $\omega$, before any limit of small $k$. For $\nu=D=\lambda=\Lambda=1$, $b=0.5$, $k=0.2$ and $\omega=0.7$, numerical quadrature of \eqref{sigma} and \eqref{noise} gives $0.03004$ for both $\mathrm{Re}\,\delta\nu/\nu$ and $\delta D/D$.

\subsection{The thin shell}

At $\omega=0$ and $k\to0$ the integrand of \eqref{J} is $1/(2\nu q^2)$, and the two sides of the shell contribute equally:
\begin{equation}
J=\frac{2}{2\pi}\int_b^\Lambda\frac{dq}{2\nu q^2}
=\frac{1}{2\pi\nu}\left(\frac1b-\frac1\Lambda\right).
\end{equation}
Equations \eqref{dnu} and \eqref{equal} then give
\begin{equation}
\frac{\delta\nu}{\nu}=\frac{\delta D}{D}
=\frac{\lambda^2D}{4\pi\nu^3}\left(\frac1b-\frac1\Lambda\right).
\label{finite}
\end{equation}
With unit parameters and $b=0.5$ the right side is $0.07958$. Quadrature of the two diagrams at $k=10^{-4}$ gives $0.07956$ for each.

Let $b=\Lambda e^{-dl}$, so that $1/b-1/\Lambda=dl/\Lambda$ to first order, and define the dimensionless coupling
\begin{equation}
g=\frac{\lambda^2D}{\nu^3\Lambda}.
\end{equation}
A thin shell changes both parameters by the relative amount
\begin{equation}
\frac{\delta\nu}{\nu}=\frac{\delta D}{D}=\frac{g}{4\pi}\,dl .
\label{thin}
\end{equation}
A code that extracts this coefficient numerically must keep $k$ well below the shell width. By \eqref{domain} each side of the shell loses a strip of width $k$, so a thin shell gives a coefficient too small by the fraction $k/(\Lambda-b)$. For $k=10^{-6}$, width $0.002$ and $\Lambda\simeq1$ this is $0.0005$; quadrature gives $0.9995/(4\pi)$ for both coefficients.

\section{Second half: flow, exponents and a growing crystal front}

The KPZ equation has tension $\nu$, noise strength $D$ (noise correlation $2D$), nonlinear coefficient $\lambda$ and cutoff $\Lambda$. The coupling is $g=\lambda^2D/(\nu^3\Lambda)$. Eliminating the modes between $\Lambda e^{-dl}$ and $\Lambda$ leaves $\lambda$ unchanged and raises $\nu$ and $D$ by the same relative amount $g\,dl/(4\pi)$. This holds to one loop for slow external modes. At finite $k$ and $\omega$ the equal shifts are $\delta D/D=\mathrm{Re}\,\delta\nu/\nu=(\lambda^2D/2\nu^2)\,\mathrm{Re}\,J$, where $J=\int dq/(2\pi)\,[\nu(q^2+p^2)-i\omega]^{-1}$ and $p=k-q$.

\subsection{The stable coupling}

Lower the cutoff continuously, $\Lambda(l)=\Lambda e^{-l}$, and let $g(l)$ be formed with the running quantities. Then
\begin{equation}
\frac{d\ln\nu}{dl}=\frac{d\ln D}{dl}=\frac{g}{4\pi},\qquad
\frac{d\ln g}{dl}=\frac{g}{4\pi}-\frac{3g}{4\pi}+1 .
\end{equation}
The three terms come from $D$, from $\nu^{-3}$ and from $1/\Lambda(l)$. Therefore
\begin{equation}
\frac{dg}{dl}=g\left(1-\frac{g}{2\pi}\right).
\label{beta}
\end{equation}
The right side vanishes at $g=0$ and at $g^*=2\pi$. Its slope is $1-g/\pi$, which is $+1$ at the first point and $-1$ at the second. A small coupling grows with length scale; near $g^*$ deviations shrink as $e^{-l}$. The sign of $\lambda$ plays no part. With $\lambda=0$ the coupling stays at zero and the linear theory holds.

For $u=1/g$, \eqref{beta} becomes $du/dl=-u+1/(2\pi)$. Its solution from $g(0)=g_0$ is $u=1/(2\pi)+[1/g_0-1/(2\pi)]e^{-l}$, or
\begin{equation}
g(l)=\frac{g_0e^l}{1+g_0(e^l-1)/(2\pi)} .
\end{equation}
The numerator is $2\pi$ times the derivative of the denominator, so $g/(4\pi)$ is half the logarithmic derivative of the denominator. Integration gives
\begin{equation}
\frac{\nu(l)}{\nu_0}=\frac{D(l)}{D_0}
=\left[1+\frac{g_0}{2\pi}(e^l-1)\right]^{1/2}.
\label{solution}
\end{equation}

Eliminating fast modes leaves $\lambda$ unchanged in the slow limit and, to one loop, raises $\nu$ and $D$ by the same factor, so that any nonzero coupling flows to $g^*=2\pi$. It remains to find the exponents, to ask which tension a mode of given wave number feels, and to apply the results to a growing crystal front.

Numbers in the example were calculated in double precision.
